# Which Silica Lattice Mode Contributes Most to the Static Permittivity?

## Question

The infrared response of dense silica, used as an interlayer dielectric, is modelled by three undamped polar lattice modes. Their transverse and longitudinal wavenumbers are

- mode 1: $T_1=457$, $L_1=507\ \mathrm{cm^{-1}}$,
- mode 2: $T_2=810$, $L_2=820\ \mathrm{cm^{-1}}$,
- mode 3: $T_3=1076$, $L_3=1256\ \mathrm{cm^{-1}}$.

The material is isotropic. Its electronic permittivity $e=2.1$ is taken as independent of frequency in the infrared. All permittivities are relative to vacuum. At field wavenumber $w$ the permittivity is

$$\varepsilon(w)=e\prod_{j=1}^{3}\frac{L_j^2-w^2}{T_j^2-w^2}. \qquad (1)$$

(a) Show that (1) can be written as $e$ plus one resonant term per mode. Obtain the static contribution $S_j$ of each mode from the residue at its pole, and show that every $S_j$ is positive.

(b) Evaluate the three $S_j$ and rank them.

(c) Find the static permittivity in two ways. In what sense does the leading mode contribute "most"?

(d) Compare with the estimate that treats each pair as if the other modes were absent. Explain physically what that estimate leaves out.

(e) Which mode has the greatest oscillator strength? Relate this to the ranking in (b).

(f) Show that oscillators with the strengths found above, coupled by their own electric field, have the given longitudinal wavenumbers.

(g) How far may the input wavenumbers move before the ranking changes?

(h) Discuss the result for a real silica film, considering damping, a film permittivity of roughly 3.9, and signals at 10 GHz.

## Model answers

### (a) Residues and static contributions

Put $x=w^2$. Equation (1) is then a ratio of two cubic polynomials in $x$. As $|x|\to\infty$ each factor tends to 1, so $\varepsilon\to e$. The difference $\varepsilon-e$ therefore has a numerator of degree at most two over a denominator of degree three. The three roots $T_j^2$ of the denominator are distinct, so the partial-fraction form is

$$\varepsilon=e+\sum_j\frac{A_j}{T_j^2-x}. \qquad (2)$$

To isolate $A_j$, multiply (2) by $T_j^2-x$ and let $x\to T_j^2$. On the right, $e$ and the other two pole terms are finite there and are multiplied by zero, so $A_j$ alone survives. On the left, the same factor cancels the vanishing denominator in (1). Hence

$$A_j=e\,(L_j^2-T_j^2)\prod_{k\ne j}\frac{L_k^2-T_j^2}{T_k^2-T_j^2}. \qquad (3)$$

Since $A_j/(T_j^2-x)=-A_j/(x-T_j^2)$, the residue in the variable $x$ is $-A_j$. The minus sign comes from the order of the terms in the denominator.

At $w=0$ the term of mode $j$ equals $A_j/T_j^2$. This is its static contribution:

$$S_j=\frac{A_j}{T_j^2}=e\left(\frac{L_j^2}{T_j^2}-1\right)F_j,\qquad F_j=\prod_{k\ne j}\frac{L_k^2-T_j^2}{T_k^2-T_j^2}. \qquad (4)$$

In terms of $S_j$,

$$\varepsilon(w)=e+\sum_j\frac{S_jT_j^2}{T_j^2-w^2}. \qquad (5)$$

The signs follow from the order $T_1<L_1<T_2<L_2<T_3<L_3$. The bracket in (4) is positive because $L_j>T_j$. For a mode $k$ above $j$, the numerator and denominator in $F_j$ are both positive, and the numerator is larger, so the factor exceeds 1. For a mode $k$ below $j$, both are negative, and the factor is

$$\frac{T_j^2-L_k^2}{T_j^2-T_k^2},$$

which lies between 0 and 1. Every $S_j$ is therefore positive. Higher modes raise $F_j$ and lower modes reduce it.

### (b) Numerical ranking

The squares, in $\mathrm{cm^{-2}}$, are

$$T_j^2=208849,\quad 656100,\quad 1157776,$$

$$L_j^2=257049,\quad 672400,\quad 1577536.$$

The factors due to the other modes are

$$F_1=\frac{463551}{447251}\times\frac{1368687}{948927}=1.49492,$$

$$F_2=\frac{399051}{447251}\times\frac{921436}{501676}=1.63877,$$

$$F_3=\frac{900727}{948927}\times\frac{485376}{501676}=0.91837.$$

In $F_2$ and $F_3$, pairs of minus signs have been cancelled. Equation (4) gives

$$S_1=2.1\times0.23079\times1.49492=0.7245,$$

$$S_2=2.1\times0.02484\times1.63877=0.0855,$$

$$S_3=2.1\times0.36256\times0.91837=0.6992.$$

Thus $S_1>S_3>S_2$: the 457 mode makes the largest lattice contribution. Its lead is narrow, since $S_1/S_3=1.036$. Four decimals are kept here to resolve the arithmetic of the stated model; they do not express the accuracy of a description of silica.

A numerical contour integral of (1) around each pole gives the same three values, 0.7245, 0.0855 and 0.6992, without using (4).

### (c) Static permittivity and the meaning of "most"

Adding the contributions gives

$$\varepsilon(0)=2.1+0.7245+0.0855+0.6992=3.609.$$

Setting $w=0$ directly in (1) gives the generalized Lyddane–Sachs–Teller relation,

$$\varepsilon(0)=e\prod_j\frac{L_j^2}{T_j^2}=2.1\times1.23079\times1.02484\times1.36256=3.609.$$

The product fixes the total, while the residues divide it among the modes.

The lattice part is $\sum_jS_j=1.509$. Modes 1, 2 and 3 supply 48.0%, 5.7% and 46.3% of it. Mode 1 is the largest single lattice term, but it supplies less than half of the lattice part.

It is also smaller than the electronic contribution measured from vacuum, $e-1=1.1$. The accurate statement is that, for these inputs, the 457 mode contributes most **among the three lattice modes**.

### (d) Why an isolated-pair estimate gives another order

If the other modes were absent, $F_j$ would be 1 and (4) would reduce to

$$S_j^{\mathrm{iso}}=e\left(\frac{L_j^2}{T_j^2}-1\right).$$

The same limit is reached if every other mode has $L_k\to T_k$, because such a mode loses its polar strength. For the present data the estimates are 0.4847, 0.0522 and 0.7614. They put the 1076 mode first. Their sum is 1.298, whereas the lattice part required by (1) is 1.509.

The missing effect can be identified from the longitudinal condition. Let $B_j(w)$ be the permittivity of everything except mode $j$. From (5),

$$\varepsilon(w)=B_j(w)+\frac{S_jT_j^2}{T_j^2-w^2}.$$

At $w=L_j$ the total permittivity vanishes, so

$$B_j(L_j)=\frac{S_jT_j^2}{L_j^2-T_j^2}=eF_j. \qquad (6)$$

The last equality follows by inserting (4). The product $eF_j$ is therefore the background permittivity seen by mode $j$ at its own longitudinal wavenumber.

For mode 1 this background is $2.1\times1.49492=3.14$. The two higher modes are driven below their resonances, respond in phase with the field, and add to the electronic permittivity. For mode 3 it is $2.1\times0.91837=1.93$. The two lower modes are driven above their resonances, respond in antiphase, and subtract from it.

A larger background screens the field that a longitudinal vibration produces, and so reduces the splitting between $T_j$ and $L_j$. For given $T_j$ and $L_j$, a larger background therefore means a larger static contribution, by (6). This reverses the isolated-pair order:

$$\frac{S_1}{S_3}=\frac{0.23079}{0.36256}\times\frac{1.49492}{0.91837}=0.6366\times1.6278=1.036.$$

A second limit is useful. If $T_j$ lies far below all other modes, then $T_j^2$ can be neglected beside $T_k^2$ and $L_k^2$, and $F_j\to\prod_{k\ne j}L_k^2/T_k^2$. For mode 1 this would give $1.02484\times1.36256=1.396$. By (4), $F_1$ is the product in (1) taken over pairs 2 and 3 alone and evaluated at $w=T_1$. The value 1.396 is that product at $w=0$, and the actual 1.495 is larger because 457 is not negligible beside 810 and 1076. This product is not the background $B_1(w)/e$ built from the actual $S_2$ and $S_3$: that equals 1.374 at $w=0$ and reaches 1.495 only at $w=L_1$.

### (e) Oscillator strength and static contribution

The numerator in (5), $S_jT_j^2$, measures the oscillator strength. Its values are

$$1.513\times10^5,\quad 5.61\times10^4,\quad 8.095\times10^5\ \mathrm{cm^{-2}}$$

for modes 1, 2 and 3. The 1076 mode is strongest, by a factor 5.35 over the 457 mode.

The static contribution is this strength divided by $T_j^2$. A static field displaces an oscillator until the restoring force balances the electric force, and at a given strength a lower resonance means a weaker restoring force per unit mass at a given displacement, so the oscillator moves further before balance is reached. The ratio $T_3^2/T_1^2=5.54$ slightly exceeds the strength ratio 5.35, so the softer mode wins by $5.54/5.35=1.036$.

The same distinction appears in absorption. Give a mode a small linewidth $\gamma$ by replacing $T_j^2-w^2$ with $T_j^2-w^2-i\gamma w$, for fields varying as $e^{-i\omega t}$. Then

$$\operatorname{Im}\varepsilon_j=\frac{S_jT_j^2\gamma w}{(T_j^2-w^2)^2+\gamma^2w^2}.$$

Near resonance put $w=T_j+\delta$ with $|\delta|\ll T_j$. Then $T_j^2-w^2\simeq-2T_j\delta$, and setting $w\simeq T_j$ elsewhere gives

$$\operatorname{Im}\varepsilon_j\simeq\frac{S_jT_j\gamma}{4\delta^2+\gamma^2}.$$

Since $\int_{-\infty}^{\infty}\gamma\,d\delta/(4\delta^2+\gamma^2)=\pi/2$, the area under the line is $\pi S_jT_j/2$. Weighting by $1/w\simeq1/T_j$ gives

$$S_j\simeq\frac{2}{\pi}\int_{\text{line }j}\frac{\operatorname{Im}\varepsilon(w)}{w}\,dw. \qquad (7)$$

Weighting by $w$ instead gives an area proportional to $S_jT_j^2$. The first weight measures static contribution, the second oscillator strength.

With $\gamma=0.2\ \mathrm{cm^{-1}}$, and the spectrum divided at 630 and 940 $\mathrm{cm^{-1}}$, numerical integration of (7) gives 0.7245, 0.0857 and 0.6990. These agree with the residues to within 0.0002. Differences are expected at finite linewidth, because line tails cross the divisions.

### (f) Recovery of the longitudinal modes

Let $u_j$ be scaled mode coordinates and $f_j$ their couplings to the field $E$. Use units in which the vacuum permittivity is 1 and frequencies are expressed as wavenumbers. The equations of motion and the displacement field are

$$w^2u_j=T_j^2u_j-f_jE,\qquad D=eE+\sum_jf_ju_j. \qquad (8)$$

The first equation gives $u_j=f_jE/(T_j^2-w^2)$. Substitution into the second gives

$$\frac{D}{E}=e+\sum_j\frac{f_j^2}{T_j^2-w^2}.$$

Comparison with (5) fixes $f_j^2=S_jT_j^2$.

In a longitudinal plane wave $D$ is parallel to the wavevector. With no free charge its divergence is zero, so $D=0$. Equation (8) then gives $E=-\sum_kf_ku_k/e$, and the equation of motion becomes

$$w^2u_j=\sum_k\left(T_j^2\delta_{jk}+\frac{f_jf_k}{e}\right)u_k. \qquad (9)$$

The eigenvalues of this matrix are the squared longitudinal wavenumbers. Diagonalization with the $S_j$ found above returns 507, 820 and 1256 $\mathrm{cm^{-1}}$, as required.

The trace gives a check by hand. The sum of the eigenvalues equals the sum of the diagonal elements, so

$$\sum_jS_jT_j^2=e\sum_j(L_j^2-T_j^2).$$

The right side is $2.1\times(48200+16300+419760)=1.017\times10^6\ \mathrm{cm^{-2}}$. The strengths in (e) add to the same value.

### (g) Sensitivity of the ranking

The electronic permittivity multiplies every $S_j$, so it cancels from $R=S_1/S_3$. Changing $e$ with all wavenumbers held fixed cannot alter the ranking.

The wavenumbers do matter. Consider $L_1$ with the other inputs fixed. It enters $S_1$ through $L_1^2-T_1^2$ and $S_3$ through $T_3^2-L_1^2$. Therefore

$$\frac{\partial\ln R}{\partial L_1}=\frac{2L_1}{L_1^2-T_1^2}+\frac{2L_1}{T_3^2-L_1^2}. \qquad (10)$$

The second term is positive because raising $L_1$ lowers $S_3$, which is in the denominator of $R$. Numerically,

$$\frac{\partial\ln R}{\partial L_1}=\frac{1014}{48200}+\frac{1014}{900727}=0.0222\ \mathrm{cm}.$$

The lead corresponds to $\ln1.0362=0.0356$, so the linear estimate of the shift that produces a tie is $0.0356/0.0222=1.6\ \mathrm{cm^{-1}}$. Solving $R=1$ without linearizing gives $L_1=505.42\ \mathrm{cm^{-1}}$, a reduction of 1.58. If $T_1$ alone is moved, the tie occurs at $458.47\ \mathrm{cm^{-1}}$, an increase of 1.47.

The reason for this sensitivity is the small splitting of mode 1. It is only 50 $\mathrm{cm^{-1}}$, so a shift of 1 $\mathrm{cm^{-1}}$ in either member changes $S_1$ by about 2%.

Errors in several inputs can add. When all six wavenumbers are shifted by $\pm0.5\ \mathrm{cm^{-1}}$, the lowest $R$ among the 64 sign combinations is 1.001. With shifts of $\pm1\ \mathrm{cm^{-1}}$ it is 0.967, and the order is reversed. The ranking is therefore guaranteed against every combination of errors only if each input is accurate to about 0.5 $\mathrm{cm^{-1}}$. This is a worst case. For independent Gaussian errors the order is reversed in about 2% of cases at a standard deviation of 0.5 $\mathrm{cm^{-1}}$ and in about 15% at 1 $\mathrm{cm^{-1}}$.

### (h) Real silica films

**Damping.** Replacing $w^2$ in each denominator of (5) by $w^2+i\gamma w$ leaves $\varepsilon(0)$ and the $S_j$ unchanged, because the added term vanishes at $w=0$. Damping can still affect the values inferred from a spectrum. Take a rough common linewidth of 40 $\mathrm{cm^{-1}}$, and read $T_j$ and $L_j$ from the peaks of $\operatorname{Im}\varepsilon$ and $\operatorname{Im}(-1/\varepsilon)$. The readings lie below the model's wavenumbers by 0.16 to 0.44 $\mathrm{cm^{-1}}$. Inserted in (4), they give $R=1.0375$ instead of 1.0362. The ratio hardly changes, because the two readings for mode 1 shift by similar amounts and its splitting is nearly preserved. At this linewidth every shift is also below 0.5 $\mathrm{cm^{-1}}$, the size found tolerable in (g). That bound is exceeded already at a linewidth of 45 $\mathrm{cm^{-1}}$, but the cancellation persists, and $R$ stays near 1.038 for a common linewidth up to 80 $\mathrm{cm^{-1}}$. Unequal linewidths and the spread of local environments in a glass are not covered by this estimate.

**Static permittivity.** The value $e=2.1$ and the three bands are in the usual range for dense silica, but the model gives $\varepsilon(0)=3.61$, against roughly 3.9 for a silica film. The gap of 0.29 is more than ten times the lead $S_1-S_3=0.025$, so its origin matters. Since $\varepsilon(0)$ is proportional to each $L_j^2$, one longitudinal wavenumber can be raised to close the gap while the other inputs stay fixed:

- Raising $L_1$ to 527.0 $\mathrm{cm^{-1}}$ gives $S_1=1.036$ and $S_3=0.683$. The 457 mode leads clearly.
- Raising $L_3$ to 1305.6 $\mathrm{cm^{-1}}$ gives $S_1=0.792$ and $S_3=0.911$. The 1076 mode leads.

These are trial adjustments, not fits to a spectrum. They show that the static permittivity alone cannot settle the ranking in a real film. That requires the measured infrared response, with its damping and any further absorption included. One known omission is the shoulder of the stretching band, often described by a fourth, inverted pair with $T\approx1200$ and $L\approx1160\ \mathrm{cm^{-1}}$. Adding this pair to (1) with the other inputs fixed gives contributions of 0.669, 0.075, 0.465 and 0.063 for the 457, 810, 1076 and 1200 modes, and $\varepsilon(0)=3.37$. The gap to 3.9 widens, and the 457 mode then exceeds the two stretching terms together by a factor of 1.27. The near tie found in (b) thus belongs to the three-pair model, not to silica as such. Porous or carbon-containing low-permittivity films need their own mode data.

**Signals at 10 GHz.** This frequency corresponds to 0.334 $\mathrm{cm^{-1}}$. From (5), the relative change of the mode 1 term from its static value is

$$\frac{T_1^2}{T_1^2-w^2}-1\simeq\frac{w^2}{T_1^2}=\left(\frac{0.334}{457}\right)^2=5.3\times10^{-7}.$$

Damping adds a larger, out-of-phase part. With the rough linewidth $\gamma=40\ \mathrm{cm^{-1}}$ used above, its size relative to the static term is $\gamma w/T_1^2=40\times0.334/457^2=6.4\times10^{-5}$, which is still very small. For the lattice response in this model, an interconnect signal at 10 GHz is therefore effectively static. The uncertainty in the ranking comes from the infrared data, not from the signal frequency. Most of the values used in these answers are collected in the numerical output below.

## Values computed for the example and the checks

```
electronic permittivity e_inf = 2.1 (dimensionless)
mode 1: T = 457, L = 507 cm^-1
  L^2/T^2 - 1 = 0.23079
  factor from other modes = 1.49492
  S from formula = 0.7245
  S from contour = 0.7245
  S from absorption area = 0.7245
  share of lattice part = 48.0 %
  isolated-pair estimate = 0.4847
  strength S*T^2 = 1.5132e+05 cm^-2
mode 2: T = 810, L = 820 cm^-1
  L^2/T^2 - 1 = 0.02484
  factor from other modes = 1.63877
  S from formula = 0.0855
  S from contour = 0.0855
  S from absorption area = 0.0857
  share of lattice part = 5.7 %
  isolated-pair estimate = 0.0522
  strength S*T^2 = 5.6095e+04 cm^-2
mode 3: T = 1076, L = 1256 cm^-1
  L^2/T^2 - 1 = 0.36256
  factor from other modes = 0.91837
  S from formula = 0.6992
  S from contour = 0.6992
  S from absorption area = 0.6990
  share of lattice part = 46.3 %
  isolated-pair estimate = 0.7614
  strength S*T^2 = 8.0954e+05 cm^-2
lattice part, sum of S = 1.5092
isolated-pair sum = 1.2982
static permittivity = 3.6092
electronic part e_inf - 1 = 1.1000
L from D = 0 matrix = [ 507.  820. 1256.] cm^-1
ratio S(457)/S(1076) = 1.0362
tie if L1 falls to 505.42 cm^-1
tie if T1 rises to 458.47 cm^-1
worst corner ratio, 0.5 cm^-1 shifts = 1.00112
worst corner ratio, 1 cm^-1 shifts = 0.96685
rough linewidth = 40 cm^-1
T read from peaks = [ 456.56  809.83 1075.81] cm^-1
L read from peaks = [ 506.61  819.79 1255.84] cm^-1
S from peak readings = [0.7258 0.0852 0.6996]
ratio from peak readings = 1.0375
rough film permittivity = 3.9
gap to model = 0.29
gap closed by L1 = 527.0 cm^-1:
  S(457) = 1.036, S(1076) = 0.683
gap closed by L3 = 1305.6 cm^-1:
  S(457) = 0.792, S(1076) = 0.911
signal 10 GHz = 0.334 cm^-1
relative change of S(457) there = 5.3e-07
```
